# Residual amplifier noise in an averaged cross-spectrum

## Problem

A film resistor of $R=100\ \Omega$ at $T=300$ K carries no bias current. Its voltage noise is to be measured as a check of the apparatus, before the resistor is biased and noise from charge traps is sought. Two amplifiers are connected to the same two terminals. Each has an input voltage noise of 4.0 nV/√Hz, larger than the noise of the resistor, and the two amplifier noises are independent.

Both outputs, referred to the input, are recorded and cut into $M=10^4$ segments of 10 ms. Each pair of segments gives one complex cross-spectrum, and the $M$ cross-spectra are averaged.

1. How large is the amplifier background left in the average, compared with the power spectrum of one amplifier?
2. How precisely does the average give the noise of the resistor, and how long must one measure for a precision of 1%?
3. What limits the improvement when the averaging is continued?

## A tempting solution

Independent noise averaged $M$ times falls by the factor $\sqrt M$. The amplifier noise is 4.0 nV/√Hz, so after $10^4$ averages there remains

$$
\frac{4.0}{\sqrt{10^4}}=0.04\ \text{nV}/\sqrt{\text{Hz}} .
$$

The power density is the square of this, 0.0016 nV²/Hz. One amplifier alone has $4.0^2=16$ nV²/Hz. The background has therefore fallen to $10^{-4}$ of a single amplifier's power spectrum, and a background of 1% would have needed only 100 segments, or one second.

## Where it fails

The factor $\sqrt M$ belongs to the quantity that is averaged. The argument applies it to the voltage noise, but the instrument averages products of two voltages.

To see what averaging the voltages would do, let $A_m$ be the Fourier amplitude of the first amplifier's noise in segment $m$, at one frequency, with mean square $S_a$. Amplitudes from different segments are independent and have zero mean, so

$$
E\left|\frac1M\sum_m A_m\right|^2=\frac{1}{M^2}\sum_m E|A_m|^2=\frac{S_a}{M}.
$$

This is the reduction in power by $M$ that the tempting solution claims. The noise of the resistor, however, is just as random from segment to segment. With amplitudes $D_m$ of mean square $S_d$, the same steps give $S_d/M$. The ratio of resistor to amplifier noise has not changed, and nothing has been gained. Averaging voltages helps when the signal repeats with the same phase in each segment, which noise does not do.

The cross-spectrum keeps the resistor's contribution because the product is formed first, within each segment, and averaged afterwards. The background must be found for that order of operations.

## Solution

### Amplitudes and their averages

Let a segment contain $N$ samples $a_n$ taken at the rate $f_s$. Define its amplitude at the frequency $kf_s/N$ by

$$
A=\sqrt{\frac{2}{f_sN}}\sum_{n=0}^{N-1}a_n\,e^{-2\pi i kn/N}.
$$

Take the noise to be white, Gaussian and of zero mean, with one-sided power density $S_a$. Its power is spread over frequencies from 0 to $f_s/2$, so each sample has variance $S_af_s/2$. Different samples are uncorrelated, which leaves $N$ equal terms in the mean square:

$$
E|A|^2=\frac{2}{f_sN}\,N\,\frac{S_af_s}{2}=S_a .
$$

The square without complex conjugation has the mean

$$
E[A^2]=\frac{2}{f_sN}\,\frac{S_af_s}{2}\sum_{n=0}^{N-1}e^{-4\pi i kn/N}=0 ,
$$

because the geometric sum vanishes unless $2k$ is a multiple of $N$. The exceptions are zero frequency and the highest frequency $f_s/2$, and both are left out. The phase of $A$ is then uniformly random.

The second amplifier has the amplitude $B$ with the same density $S_a$, and the resistor has $D$ with density $S_d$. All three are mutually independent. The two channels deliver

$$
X=D+A,\qquad Y=D+B .
$$

The power spectrum of one channel averages to

$$
E|X|^2=E|D|^2+E|A|^2=S_d+S_a ,
$$

since the mixed terms $E[DA^*]$ and $E[AD^*]$ vanish. More averaging makes this number steadier but does not remove $S_a$ from it. The cross-spectrum of one segment is

$$
C=XY^*=|D|^2+DB^*+AD^*+AB^* .
$$

Each of the last three terms is a product of two independent factors of zero mean, so

$$
E[C]=S_d .
$$

The amplifiers thus contribute no steady offset. What they leave is a random remainder, different in each measurement. The term $AB^*$, which is present even with no device noise, is the background of the first question. The mixed terms $DB^*$ and $AD^*$ also fluctuate. They are counted below in the precision, and together with $AB^*$ they give an rms of $\sqrt{(S_a^2+2S_aS_d)/M}$ after $M$ averages, which is 0.176 nV²/Hz for this resistor.

### Size of the background

The part due to the amplifiers alone is

$$
Q=\frac1M\sum_{m=1}^{M}A_mB_m^* ,\qquad E[Q]=0 .
$$

Its mean square is a double sum over segments. Since the two amplifiers are independent, each term factorizes:

$$
E|Q|^2=\frac{1}{M^2}\sum_{m,n}E[A_mA_n^*]\;E[B_m^*B_n].
$$

For $m\neq n$ both factors vanish, because different segments are independent. For $m=n$ each factor equals $S_a$. There are $M$ such terms, so

$$
E|Q|^2=\frac{1}{M^2}\,M\,S_a^2=\frac{S_a^2}{M},
\qquad
Q_{\rm rms}=\frac{S_a}{\sqrt M}.
$$

The factor $\sqrt M$ has appeared after all, but it divides a power density. For $M=10^4$,

$$
\frac{Q_{\rm rms}}{S_a}=\frac{1}{\sqrt{10^4}}=1\% ,
\qquad
Q_{\rm rms}=\frac{16.00}{100}=0.160\ \text{nV}^2/\text{Hz}.
$$

Expressed as a voltage noise this is $\sqrt{0.160}=0.40$ nV/√Hz, which is 10% of the amplifier's 4.0 nV/√Hz. The tempting solution had 0.04. In voltage units the background falls as $M^{-1/4}$, so a further factor of ten costs $10^4$ times as many segments.

A simulation distinguishes the two answers. White Gaussian records of 64 samples per segment were transformed, multiplied and averaged, and the rms was taken over the averaged values. For $M=10^4$ there were 1240 of them (40 repetitions at 31 frequencies). For $M=1000$ and $M=100$ the same segments were divided into shorter averages, which gave 10 and 100 times as many values. The rms came to 9.99% of $S_a$ for $M=100$, 3.18% for $M=1000$ and 0.998% for $M=10^4$. The formula gives 10%, 3.16% and 1%. The tempting solution would have given 1% already at $M=100$.

### What a display shows

The figure of 1% is the rms magnitude of a complex number. Other ways of reading the same average give somewhat different figures.

**Real part.** The resistor contributes a real mean value, so the imaginary part can be discarded. From $E[A^2]=0$ follows

$$
E[(AB^*)^2]=E[A^2]\,E[(B^*)^2]=0 .
$$

The real part of this equation says that the real and imaginary parts of $AB^*$ have equal mean squares. Each therefore carries half of the total, and the same holds for the average $Q$:

$$
(\mathrm{Re}\,Q)_{\rm rms}=(\mathrm{Im}\,Q)_{\rm rms}=\frac{S_a}{\sqrt{2M}} .
$$

For $M=10^4$ this is 0.71% of $S_a$. The simulation gave 0.709% and 0.701%.

**Magnitude of the average.** For large $M$ the sum of many independent terms makes $Q$ a complex Gaussian variable. With $\sigma^2=S_a^2/M$, its magnitude $q$ has the probability density $(2q/\sigma^2)e^{-q^2/\sigma^2}$, and the mean magnitude is

$$
E|Q|=\int_0^\infty\frac{2q^2}{\sigma^2}e^{-q^2/\sigma^2}dq
=\frac{2}{\sigma^2}\,\frac{\sqrt\pi\,\sigma^3}{4}
=\frac{\sqrt\pi}{2}\,\frac{S_a}{\sqrt M}.
$$

This is 0.89% of $S_a$ for $M=10^4$, and the simulation gave 0.890%. A display of magnitude shows a positive floor at this level even with no device noise, although the mean of $Q$ itself is zero.

**Average of the magnitudes.** If the magnitude of each segment's cross-spectrum is taken before averaging, the phases that make the terms cancel are lost. The amplitude $A$ is a complex Gaussian variable too, so the integral above, with $\sigma^2=S_a$, gives $E|A|=\tfrac12\sqrt{\pi S_a}$. Hence

$$
E|AB^*|=E|A|\,E|B|=\frac{\pi}{4}S_a .
$$

This is 78.5% of $S_a$ for any $M$, and the simulation gave 78.50%. The complex values must be averaged first.

### Precision for the resistor

The thermal noise of the resistor has the density

$$
S_d=4k_BTR=1.657\ \text{nV}^2/\text{Hz},
$$

which is 10.35% of $S_a$. The background of 0.160 nV²/Hz is 9.66% of $S_d$. A background of 1% relative to the amplifier is thus about 10% relative to the quantity sought.

For the precision of the measurement, the fluctuations of the resistor's own noise must be included. The deviation of one segment from the mean is

$$
\delta C=(|D|^2-S_d)+DB^*+AD^*+AB^* .
$$

For a complex Gaussian $D$ the quantity $|D|^2$ is exponentially distributed, so its variance is the square of its mean, $S_d^2$. The other three terms have mean squares $S_dS_a$, $S_aS_d$ and $S_a^2$. In $E|\delta C|^2$ the products of different terms vanish, because each contains $A$ or $B$ as an unpaired factor of zero mean. Therefore

$$
E|\delta C|^2=S_d^2+2S_dS_a+S_a^2=(S_a+S_d)^2 .
$$

To separate real and imaginary parts, the mean of $(\delta C)^2$ is needed as well. The squares of $DB^*$, $AD^*$ and $AB^*$ average to zero through $E[A^2]=E[B^2]=E[D^2]=0$. Products of different terms again contain $A$ or $B$ without a partner; for instance $DB^*\cdot AD^*=|D|^2AB^*$. The first term alone survives, and

$$
E[(\delta C)^2]=S_d^2 .
$$

Writing $\delta C=u+iv$, one has $|\delta C|^2=u^2+v^2$ and $\mathrm{Re}\,(\delta C)^2=u^2-v^2$. Half the sum and half the difference give $E[u^2]$ and $E[v^2]$. Averaging over $M$ independent segments divides both by $M$:

$$
\mathrm{Var}_{\rm Re}=\frac{(S_a+S_d)^2+S_d^2}{2M},
\qquad
\mathrm{Var}_{\rm Im}=\frac{(S_a+S_d)^2-S_d^2}{2M}.
$$

The standard deviation of the real part is

$$
\sqrt{\frac{17.657^2+1.657^2}{2\times10^4}}=0.1254\ \text{nV}^2/\text{Hz},
$$

or 7.57% of $S_d$. This is the precision at one frequency after $10^4\times10$ ms $=100$ s. The imaginary part scatters by 0.1243 nV²/Hz. The simulation gave 0.1236 and 0.1213 nV²/Hz, lower by about 1% and 2%. An rms taken from 1240 real Gaussian values has itself a relative standard error of $1/\sqrt{2\times1240}=2\%$, so these differences are of the expected size.

For a relative precision $\epsilon$, the real-part variance is set equal to $(\epsilon S_d)^2$ and solved for $M$:

$$
M=\frac{(S_a+S_d)^2+S_d^2}{2\,\epsilon^2S_d^2}.
$$

With $\epsilon=0.01$ this gives $M=5.73\times10^5$ segments, or 5729 s, a little over an hour and a half. This is the time for a single frequency. Where all the noise is white, the amplitudes defined above, taken without a window at the frequencies $kf_s/N$, are independent for different $k$, and averaging the real part over $K$ such frequencies as well divides the time by $K$. With 31 frequencies it is about 185 s. A window correlates neighbouring frequencies and reduces this gain: with a Hann window on the same non-overlapping segments, the 31 frequencies need about 350 s.

Two limits show what sets the time. If $S_d\ll S_a$, then $M\approx S_a^2/(2\epsilon^2S_d^2)$: a device ten times quieter in power needs a hundred times as many segments. If $S_d\gg S_a$, then $M\approx1/\epsilon^2$. The amplifiers no longer matter, and what remains is the statistical uncertainty of any random noise observed for a finite time.

It is instructive to compare this with one amplifier. Its channel power $|X|^2$ is exponentially distributed with mean $S_a+S_d$, so the average over $M$ segments scatters by $17.657/100=0.177$ nV²/Hz. This is not much worse than 0.125. The difficulty with one channel is that $S_a$ must be known and subtracted, and an error of 1% in $S_a$ shifts the result by 0.160 nV²/Hz however long one averages. The cross-spectrum needs no value of $S_a$. It does need the gains of both channels, because the outputs must be referred to the input: if both gains are wrong by 1% in the same direction, the result shifts by 2%.

### When averaging stops helping

The derivation used $E[AB^*]=0$. Noise that the two channels share generally adds a steady term to $E[C]$, unless the shared contributions happen to cancel. Such a term does not fall with $M$.

One source is the current noise of the amplifier inputs. Each amplifier drives a small noise current, of density $S_i$, through the resistor. The resulting voltage appears at both inputs. With current amplitudes $I_a$ and $I_b$, and with input impedances much larger than $R$,

$$
X=D+A+R(I_a+I_b),\qquad Y=D+B+R(I_a+I_b).
$$

The currents of different amplifiers are independent. Within one amplifier, voltage and current noise may be correlated; let $E[AI_a^*]=E[BI_b^*]=c\sqrt{S_aS_i}$ with real $c$ between $-1$ and 1. The extra terms in $E[XY^*]$ are then $R\,E[AI_a^*]$, $R\,E[I_bB^*]$ and $R^2(E|I_a|^2+E|I_b|^2)$. Their sum is

$$
S_{\rm floor}=2cR\sqrt{S_aS_i}+2R^2S_i .
$$

For a current noise of 0.010 pA/√Hz, a rough value for an input stage with junction field-effect transistors (JFETs), the voltage across 100 Ω is 0.001 nV/√Hz. The floor is at most 0.05% of $S_a$, reached for $c=1$. For 2 pA/√Hz, a rough value for a low-noise bipolar input, the voltage is 0.2 nV/√Hz. The floor is then 0.5% of $S_a$ for $c=0$ and 10.5% for $c=1$. The second figure is as large as the resistor's own noise and would double the reading. With negative $c$ the first term lowers the reading instead. A simulation with the bipolar value and $c=0.5$ gave 5.46% of $S_a$, against 5.50% from the formula.

Crosstalk acts in a similar way. If a fraction $\kappa$ of each amplifier's noise voltage leaks into the other channel without a phase shift, the amplifier parts become $A+\kappa B$ and $B+\kappa A$, and

$$
E[(A+\kappa B)(B+\kappa A)^*]=\kappa E|A|^2+\kappa E|B|^2=2\kappa S_a .
$$

A leakage of 0.50% in voltage gives a floor of 1% of $S_a$, equal to the random background after $10^4$ segments. Further averaging then determines the sum $S_d+2\kappa S_a$ more precisely, but it does not separate the resistor's noise from the crosstalk.

### The model and a real measurement

The round parameters lie in the rough range of a metal-film resistor read by low-noise JFET-input amplifiers, for which a few nV/√Hz is typical. One assumption that such amplifiers break is that of white noise, since their noise rises at low frequency. If the density is $S_a(1+f_c/f)$ with a corner at $f_c=50$ Hz, it is 5% higher at 1 kHz, and the background there rises in the same proportion, from 0.160 to 0.168 nV²/Hz. At 100 Hz the density is 50% higher, and the 100 Hz amplitude of an unwindowed 10 ms segment, which also collects noise from neighbouring frequencies, has a mean square about 58% above $S_a$. An equal-weight average over the 31 frequencies from 100 Hz to 3.1 kHz then needs about 210 s for a precision of 1%, instead of 185 s. A total capacitance of 100 pF across the resistor, both inputs included, limits the bandwidth only near 15.9 MHz, far above the frequencies used here. An error of 1 K in the resistor's temperature changes the expected $S_d$ by 0.33%.

For the measurement of 100 s at 1 kHz these effects are small beside the statistical uncertainty of 7.57%. For the 1% measurement the shared noise described in the previous section must be considered too. The JFET current-noise bound of 0.05% of $S_a$ is 0.008 nV²/Hz, or about 0.5% of $S_d$, and crosstalk would have to stay well below $5\times10^{-4}$ in voltage, the value at which $2\kappa S_a$ reaches 1% of $S_d$.

When the resistor is biased, noise from traps adds to $S_d$ and appears in the mean cross-spectrum along with the thermal noise. Noise from the bias source that reaches the resistor is also common to both channels, and averaging does not remove it. Trap noise need not be Gaussian. If a single trap dominates and rarely switches within a segment, the variance of $|D|^2$ can differ strongly from $S_d^2$, and the precision formula changes. With many switches per segment the amplitude $D$ is again nearly Gaussian. The amplifier background $S_a/\sqrt M$ does not involve the device and stays as it is, provided that the amplifiers remain independent.

## Answers

1. The background due to the amplifiers alone, the average of $AB^*$, has an rms magnitude of 0.160 nV²/Hz, which is 1% of one amplifier's power spectrum and 10% of its noise in nV/√Hz.
2. The resistor's noise density is found to 7.57% in 100 s at one frequency. A precision of 1% at one frequency takes about 5700 s; averaging over $K$ frequencies in a range where the noise is white divides this time by $K$ for unwindowed segments, and by only about $K/2$ for many adjacent frequencies with a Hann window on non-overlapping segments.
3. Noise common to both channels, from input currents or crosstalk, can add a steady term that averaging does not lower.

The computed values are collected in the numerical output below.

## Computed values

```
INPUTS
device resistance: 100 ohm
temperature: 300 K
amplifier voltage noise: 4.0 nV/sqrt(Hz)
segments M: 10000
segment length: 10 ms
frequency resolution: 100 Hz
total time: 100 s
EXAMPLE, FROM THE FORMULAS
amplifier density S_a: 16.00 nV^2/Hz
device density S_d: 1.657 nV^2/Hz
S_d/S_a: 10.35 %
one-channel density S_a+S_d: 17.657 nV^2/Hz
rms residual S_a/sqrt(M): 0.160 nV^2/Hz
residual/S_a, power: 1.00 %
residual as amplitude: 0.40 nV/sqrt(Hz)
amplitude ratio: 10.0 %
residual/S_d: 9.66 %
real-part scatter, device present: 0.1254 nV^2/Hz
imag-part scatter, device present: 0.1243 nV^2/Hz
relative error of S_d: 7.57 %
segments for 1 % error of S_d: 5.73e+05
time for 1 % error of S_d: 5729 s
SIMULATION
averaged spectra examined: 1240
rms residual/S_a, M=100: 9.993 %
rms residual/S_a, M=1000: 3.175 %
rms residual/S_a, M=10000: 0.998 %
real part rms/S_a, M=10000: 0.709 %
imag part rms/S_a, M=10000: 0.701 %
mean magnitude/S_a, M=10000: 0.890 %
magnitude taken before averaging/S_a: 78.50 %
one-channel density: 17.658 nV^2/Hz
recovered S_d, all runs: 1.654 nV^2/Hz
real-part scatter, device present: 0.1236 nV^2/Hz
imag-part scatter, device present: 0.1213 nV^2/Hz
NEGLECTED EFFECTS
JFET-like current noise: 0.010 pA/sqrt(Hz)
  floor/S_a, c=0: 1.2e-05 %
  floor/S_a, c=1: 0.05 %
bipolar-like current noise: 2.000 pA/sqrt(Hz)
  floor/S_a, c=0: 0.5 %
  floor/S_a, c=1: 10.5 %
floor test, c=0.5: simulated 5.46 %, formula 5.50 %
crosstalk test, kappa=0.05: 9.96 % of S_a
crosstalk kappa giving floor S_a/sqrt(M): 0.50 %
flicker corner: 50 Hz
flicker addition to S_a at 1000 Hz: 5.0 %
change of S_d per 1 K: 0.33 %
input capacitance: 100 pF
input pole frequency: 15.9 MHz
```
